# Leptonic shift of the electromagnetic coupling at the Z mass: test program

```python
# One-loop leptonic vacuum polarization at the Z mass.
# Result under test, for each lepton of mass m and r = m^2/s < 1/4:
#   Delta alpha = alpha/(3 pi) * B,
#   B = -5/3 - 4r + beta(1+2r) ln((1+beta)^2/(4r)), beta = sqrt(1-4r),
#   B = ln(1/r) - 5/3 - 6r - r^2(6 ln(1/r)+3) + ...
# alpha is defined at zero momentum transfer; s is the squared energy.
# Delta alpha is the real part of the subtracted polarization P(s).
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad

mp.mp.dps = 50
alpha = const.fine_structure
z_mass = 91.19  # GeV, rounded input
gev_per_kg = const.c**2 / (const.e * 1e9)
masses = {name: const.physical_constants[name + " mass"][0] * gev_per_kg
          for name in ("electron", "muon", "tau")}


def exact_bracket(r):
    r = mp.mpf(r)
    beta = mp.sqrt(1 - 4*r)
    return (-mp.mpf(5)/3 - 4*r
            + beta*(1 + 2*r)*mp.log((1 + beta)**2/(4*r)))


def leading_bracket(r):
    return -mp.log(mp.mpf(r)) - mp.mpf(5)/3


def spectral_ratio(s):
    # Pair-production strength relative to massless leptons, with m = 1.
    return np.sqrt(1 - 4/s)*(1 + 2/s)


def parameter_bracket(q2):
    # Feynman-parameter integral, with q2 measured in units of m^2.
    def integrand(x):
        return 12*x*(1-x)*np.log(abs(1 - x*(1-x)*q2))
    edges = [0.0, 0.5]
    if q2 > 4:
        root = 2/(q2*(1 + np.sqrt(1 - 4/q2)))
        edges = [0.0, root, 0.5]
    return sum(quad(integrand, a, b, epsabs=1e-11, epsrel=1e-11,
                    limit=300)[0] for a, b in zip(edges[:-1], edges[1:]))


def dispersion_bracket(s):
    # Principal value: subtract the spectral ratio at the pole.
    at_pole = spectral_ratio(s)
    y_pole = np.log(s/4)

    def integrand(y):
        sp = 4*np.exp(y)
        return s*(spectral_ratio(sp) - at_pole)/(sp - s)
    regular = sum(quad(integrand, a, b, epsabs=1e-10, epsrel=1e-10,
                       limit=300)[0]
                  for a, b in ((0, y_pole), (y_pole, y_pole + 40)))
    return -regular + at_pole*np.log((s - 4)/4)


# Dirac matrices for explicit trace calculations.
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
gamma = [np.kron(pauli[2], np.eye(2))]
gamma += [np.kron(1j*pauli[1], sigma) for sigma in pauli]
metric = np.diag([1.0, -1.0, -1.0, -1.0])
unit = np.eye(4)


def slash(p):
    return sum(metric[i, i]*p[i]*gamma[i] for i in range(4))


# Loop trace for arbitrary momenta and every tensor component.
k = np.array([0.7, -0.4, 1.1, 0.3])
p = np.array([1.3, 0.6, -0.2, 0.9])
m_test = 0.8
for i in range(4):
    for j in range(4):
        direct = np.trace(gamma[i] @ (slash(k) + m_test*unit)
                          @ gamma[j] @ (slash(p) + m_test*unit))
        formula = 4*(k[i]*p[j] + k[j]*p[i]
                     - metric[i, j]*(k @ metric @ p - m_test**2))
        assert abs(direct - formula) < 1e-12

# Pair spin sum and phase space give the spectral ratio.
for s in (5.0, 12.0, 80.0):
    energy = np.sqrt(s)/2
    momentum = np.sqrt(energy**2 - 1)
    p1 = np.array([energy, 0, 0, momentum])
    p2 = np.array([energy, 0, 0, -momentum])
    spin_sum = -sum(metric[i, i]*np.trace(
        (slash(p1) + unit) @ gamma[i] @ (slash(p2) - unit) @ gamma[i])
        for i in range(4)).real
    from_pairs = (momentum/energy)*spin_sum/(4*s)
    assert abs(from_pairs - spectral_ratio(s)) < 1e-12
    # The negative-log interval must give the same absorptive strength.
    beta = np.sqrt(1 - 4/s)
    window = quad(lambda x: 6*x*(1-x), (1-beta)/2, (1+beta)/2)[0]
    assert abs(window - from_pairs) < 1e-12

# Direct Euclidean loop, m = 1, external momentum along one axis.
# F(2Q)-4F(Q)+3F(0) cancels constant and quadratic divergent terms.
nodes, weights = np.polynomial.legendre.leggauss(80)
t = (nodes + 1)/2
loop_momentum = (3*t/(1-t))[:, None]
radial_weight = (weights/2*3/(1-t)**2)[:, None]
angle = (np.pi*(nodes + 1)/2)[None, :]
angle_weight = (np.pi*weights/2)[None, :]


def loop_integrand(q):
    l2 = loop_momentum**2
    numerator = l2 - q*q/4 + 1 - 2*l2*np.sin(angle)**2/3
    denominator = (l2 + q*q/4 + 1)**2 - l2*q*q*np.cos(angle)**2
    return loop_momentum**3*np.sin(angle)**2*numerator/denominator


q_test = 2.0
combination = (loop_integrand(2*q_test) - 4*loop_integrand(q_test)
               + 3*loop_integrand(0.0))
loop_difference = (4/np.pi**2*np.sum(
    radial_weight*angle_weight*combination)/(4*q_test**2))
parameter_difference = (parameter_bracket(-(2*q_test)**2)
                        - parameter_bracket(-q_test**2))/(3*np.pi)
assert abs(loop_difference/parameter_difference - 1) < 1e-6

# Physical masses: two integral routes and the small-mass expansion.
prefactor = alpha/(3*np.pi)
rows = {}
for name, mass in masses.items():
    r = (mass/z_mass)**2
    exact = exact_bracket(r)
    leading = leading_bracket(r)
    integral = parameter_bracket(1/r)
    assert abs(integral - float(exact)) < 1e-8
    assert abs(dispersion_bracket(1/r) - float(exact)) < 1e-7
    log_term = -mp.log(mp.mpf(r))
    expansion = -6*mp.mpf(r) - mp.mpf(r)**2*(6*log_term + 3)
    assert abs(exact - leading - expansion) < 10*mp.mpf(r)**3*log_term
    if name == "tau":
        measured_mass_term = integral - float(leading)
        assert abs(measured_mass_term/float(expansion) - 1) < 1e-5
    rows[name] = (r, float(log_term), prefactor*float(leading),
                  prefactor*float(exact),
                  prefactor*float(exact - leading))

total_leading = sum(row[2] for row in rows.values())
total = sum(row[3] for row in rows.values())
mass_total = sum(row[4] for row in rows.values())
assert abs(total - 0.0314) < 5e-5
assert rows["electron"][3] > rows["muon"][3] > rows["tau"][3]
assert abs(rows["tau"][4]/mass_total) > 0.99
imaginary = -alpha/3*sum(spectral_ratio(1/row[0])
                         for row in rows.values())
shifted_total = prefactor*sum(
    float(exact_bracket((mass/(z_mass + 0.01))**2))
    for mass in masses.values())
next_order_size = alpha/np.pi*total
assert next_order_size > abs(mass_total)

print(f"Z mass input: {z_mass:.2f} GeV")
print(f"inverse alpha at zero momentum: {1/alpha:.6f} (dimensionless)")
print(f"alpha/(3 pi): {prefactor:.7e} (dimensionless)")
for name, row in rows.items():
    print(f"{name} mass: {masses[name]:.8f} GeV")
    print(f"{name} m^2/M_Z^2: {row[0]:.5e} (dimensionless)")
    print(f"{name} ln(M_Z^2/m^2): {row[1]:.5f} (dimensionless)")
    print(f"{name} leading shift: {row[2]:.8f} (dimensionless)")
    print(f"{name} exact one-loop shift: {row[3]:.8f} (dimensionless)")
    print(f"{name} share of total: {100*row[3]/total:.2f} percent")
    print(f"{name} mass correction: {row[4]:.4e} (dimensionless)")
print(f"total leading shift: {total_leading:.8f} (dimensionless)")
print(f"total exact one-loop shift: {total:.8f} (dimensionless)")
print(f"total rounded: {total:.4f} (dimensionless)")
print(f"total mass correction: {mass_total:.4e} (dimensionless)")
print(f"mass correction / total: {100*mass_total/total:.5f} percent")
print(f"tau part of mass correction: "
      f"{100*rows['tau'][4]/mass_total:.3f} percent")
print(f"lepton-only inverse alpha at M_Z: {(1-total)/alpha:.4f} "
      "(dimensionless)")
print(f"imaginary part of P at M_Z^2: {imaginary:.6f} (dimensionless)")
print(f"shift change for M_Z + 0.01 GeV: {shifted_total-total:.3e} "
      "(dimensionless)")
print(f"next-order size estimate: {next_order_size:.2e} (dimensionless)")
print(f"Euclidean loop difference / alpha: {loop_difference:.8f} "
      "(dimensionless)")
print(f"parameter difference / alpha: {parameter_difference:.8f} "
      "(dimensionless)")
print("checks complete")
```

Output:

```
Z mass input: 91.19 GeV
inverse alpha at zero momentum: 137.035999 (dimensionless)
alpha/(3 pi): 7.7427315e-04 (dimensionless)
electron mass: 0.00051100 GeV
electron m^2/M_Z^2: 3.14012e-11 (dimensionless)
electron ln(M_Z^2/m^2): 24.18418 (dimensionless)
electron leading shift: 0.01743470 (dimensionless)
electron exact one-loop shift: 0.01743470 (dimensionless)
electron share of total: 55.49 percent
electron mass correction: -1.4588e-13 (dimensionless)
muon mass: 0.10565838 GeV
muon m^2/M_Z^2: 1.34250e-06 (dimensionless)
muon ln(M_Z^2/m^2): 13.52098 (dimensionless)
muon leading shift: 0.00917848 (dimensionless)
muon exact one-loop shift: 0.00917847 (dimensionless)
muon share of total: 29.21 percent
muon mass correction: -6.2369e-09 (dimensionless)
tau mass: 1.77685963 GeV
tau m^2/M_Z^2: 3.79675e-04 (dimensionless)
tau ln(M_Z^2/m^2): 7.87620 (dimensionless)
tau leading shift: 0.00480787 (dimensionless)
tau exact one-loop shift: 0.00480610 (dimensionless)
tau share of total: 15.30 percent
tau mass correction: -1.7694e-06 (dimensionless)
total leading shift: 0.03142105 (dimensionless)
total exact one-loop shift: 0.03141927 (dimensionless)
total rounded: 0.0314 (dimensionless)
total mass correction: -1.7757e-06 (dimensionless)
mass correction / total: -0.00565 percent
tau part of mass correction: 99.649 percent
lepton-only inverse alpha at M_Z: 132.7304 (dimensionless)
imaginary part of P at M_Z^2: -0.007297 (dimensionless)
shift change for M_Z + 0.01 GeV: 5.098e-07 (dimensionless)
next-order size estimate: 7.30e-05 (dimensionless)
Euclidean loop difference / alpha: 0.08786501 (dimensionless)
parameter difference / alpha: 0.08786501 (dimensionless)
checks complete
```
